# Charging of a Dielectric Surface toward Floating Potential in a Plasma

## Problem

An insulating film of thickness $d$ and relative permittivity $k$ covers a flat metal electrode in a plasma. The electrode is held at a fixed potential $V_b$. All potentials are measured from the sheath edge, where the quasineutral plasma ends and the space charge in front of the surface begins. The film surface is at $V(t)\le 0$, so it repels electrons.

The electron temperature $T$ is given in volts, so that the thermal energy is $eT$. At the sheath edge the electrons are Maxwellian with density $n$. Cold positive ions of mass $M$ enter the sheath there and give a constant current density $J_i>0$. The film does not leak, and the sheath adjusts at once to the surface potential.

(a) Derive the equation for $V(t)$, and find the floating potential $V_f$ at which the net current vanishes.

(b) Solve the equation without assuming that $V-V_f$ is small.

(c) Find the time needed to go from one deviation to another. Compare starts at equal distances above and below $V_f$.

(d) Recover the exponential law for small deviations and bound its error. What remains of it after a large deviation?

(e) An oxide film with $d=100$ nm and $k=3.9$ is in an oxygen plasma with O$_2^+$ ions, $T=3.0$ V and $n=5.0\times10^{10}$ cm$^{-3}$. The surface is at $V_f$ when the electrode potential is stepped by $+10$ V or $-10$ V. How long does the deviation take to fall to a tenth? Repeat for $\pm0.3$ V.

## Hints

1. Apply Gauss's law to the film surface. The sheath also stores charge, so compare its capacitance with that of the film.
2. An electron reaches the surface if its kinetic energy of motion towards the surface exceeds $-eV$.
3. Measure the deviation from $V_f$ in units of $T$. The electron current then contains one exponential, $e^u$. Which function of $u$ obeys a linear equation?
4. For the error bound, study the ratio of the full solution to the exponential law as a function of $x=e^{-t/\tau}$, where $\tau$ is the time constant you have found.

## Solution

### (a) Charge balance and floating potential

Let the normal point from the film into the plasma. The surface is negative, so the sheath field points towards it and has normal component $-E$, with $E>0$. The normal field in the film is $-(V-V_b)/d$. Gauss's law gives the free surface charge per area:

$$\sigma=-\varepsilon_0E+C(V-V_b),\qquad C=\frac{k\varepsilon_0}{d}.$$

Ions add positive charge and electrons remove it, so $d\sigma/dt=J_i-J_e$. Since $V_b$ is constant,

$$(C+C_s)\frac{dV}{dt}=J_i-J_e,\qquad C_s=-\varepsilon_0\frac{dE}{dV}.$$

To find $C_s$, multiply Poisson's equation by the potential gradient and integrate from the sheath edge, where the field is taken as zero. With space charge $\rho(\phi)$ this gives $E^2/2=\int_V^0\rho\,d\phi/\varepsilon_0$. Differentiating with respect to $V$ gives $E\,dE/dV=-\rho(V)/\varepsilon_0$, hence $C_s=\rho(V)/E$. For the example in (e), $C_s/C$ is at most $2.0\times10^{-4}$ between $V_f-10$ V and $V_f+10$ V. We therefore drop $C_s$.

For the electron current, let $v$ be the velocity component towards the surface. An electron arrives if $v>v_c$, with $mv_c^2/2=-eV$. Then

$$J_e=en\int_{v_c}^{\infty}v\sqrt{\frac{m}{2\pi eT}}\,e^{-mv^2/2eT}dv
=en\sqrt{\frac{eT}{2\pi m}}\,e^{-mv_c^2/2eT}=J_{e0}\,e^{V/T},$$

where $J_{e0}=en\sqrt{eT/2\pi m}$.

For the ions we need their speed $v_i$ at the sheath edge. Write $K=Mv_i^2/e$. Energy conservation and constant flux give the ion density $n(1-2\phi/K)^{-1/2}$, whose slope at $\phi=0$ is $n/K$. The electron density $ne^{\phi/T}$ has slope $n/T$. Near the edge, therefore, $\rho\approx en(1/K-1/T)\phi$. In $\phi''=-\rho/\varepsilon_0$ this gives a non-oscillating potential if $K\ge T$. Taking the marginal case $K=T$ gives the Bohm speed and

$$J_i=en\sqrt{\frac{eT}{M}}.$$

The net current vanishes when $J_{e0}e^{V_f/T}=J_i$, so

$$V_f=-T\ln\frac{J_{e0}}{J_i}=-\frac T2\ln\frac{M}{2\pi m}.$$

The density cancels: it sets the speed of charging but not its end point.

### (b) The nonlinear solution

Put $V=V_f+Tu$. Then $J_{e0}e^{V/T}=J_ie^u$, and the charge balance becomes

$$\tau\frac{du}{dt}=1-e^u,\qquad \tau=\frac{CT}{J_i}.$$

Let $w=e^{-u}$. Then

$$\tau\frac{dw}{dt}=-e^{-u}\,\tau\frac{du}{dt}=-e^{-u}(1-e^u)=1-w.$$

This is linear. Its solution is $w-1=(w_0-1)e^{-t/\tau}$ with $w_0=e^{-u_0}$ and $u_0=u(0)$. Inverting,

$$\boxed{\,V(t)=V_f-T\ln\!\left[1+\left(e^{-(V(0)-V_f)/T}-1\right)e^{-t/\tau}\right]\,}$$

With $x=e^{-t/\tau}$ the bracket equals $(1-x)+xe^{-u_0}$. This is a weighted mean of two positive numbers, so the logarithm is defined at all $t\ge0$. The bracket moves monotonically from $e^{-u_0}$ to 1, so the surface approaches $V_f$ without crossing it. A start with $V(0)\le0$ therefore keeps $V\le0$, as the electron current requires. The condition on the start is $u_0\le\ln(J_{e0}/J_i)$. Above it the surface attracts electrons, and the Boltzmann factor no longer gives their current.

The two directions of relaxation differ. For a large positive $u_0$ and $t\ll\tau$, we have $1-x\approx t/\tau$ and

$$u\approx u_0-\ln\!\left(1+\frac{t}{\tau e^{-u_0}}\right).$$

The excess electron current brings the surface down quickly, with initial time scale $\tau e^{-u_0}$. For $u_0=-a$ with large $a$, the term $xe^{a}$ dominates the bracket until $t$ approaches $a\tau$. This gives $u\approx-a+t/\tau$, or $dV/dt\approx J_i/C$. Electrons are almost shut out, and the constant ion current charges the film along a straight ramp.

### (c) Relaxation times

Solving $w-1=(w_0-1)e^{-t/\tau}$ for the time gives

$$t(u_0\to u)=\tau\ln\frac{e^{-u_0}-1}{e^{-u}-1}.$$

Here $u$ has the sign of $u_0$ and lies closer to zero. Let one start fall from $+a$ to $+b$ and the other from $-a$ to $-b$. The difference of their times is

$$t_--t_+=\tau\ln\left[\frac{e^a-1}{e^b-1}\cdot\frac{1-e^{-b}}{1-e^{-a}}\right]=\tau(a-b),$$

because $e^a-1=e^a(1-e^{-a})$, and likewise for $b$. Since $\tau T^{-1}=C/J_i$, the extra time on the negative side equals the time in which the ion current alone would move the surface through the same voltage interval.

### (d) Small deviations and late times

Let $A=1-e^{-u_0}$, so that $u=-\ln(1-Ax)$. For small $u_0$, $A=u_0-u_0^2/2+O(u_0^3)$. Expanding the logarithm as $Ax+A^2x^2/2+\dots$ gives

$$u=u_0x-\frac{u_0^2}{2}x(1-x)+O(u_0^3).$$

The leading term is the exponential law,

$$V-V_f\approx[V(0)-V_f]\,e^{-t/\tau}.$$

The quadratic term is negative for both signs of $u_0$. It speeds up a decay from above and slows one from below.

For a bound at all times, write

$$\frac{u}{u_0x}=\frac{A}{u_0}\int_0^1\frac{d\theta}{1-A\theta x}.$$

The prefactor is positive. As $x$ falls from 1 to 0, the integral falls if $A>0$ and rises if $A<0$. In either case the ratio moves monotonically from 1 at $t=0$ towards $A/u_0$ at late times. The error of the exponential law, relative to that law's own value, therefore stays below $|1-A/u_0|$, which is about $|u_0|/2$ for small $u_0$.

For any allowed start, $x\to0$ gives

$$V-V_f\to T\left(1-e^{-u_0}\right)e^{-t/\tau}.$$

The time constant is the same as for small deviations, but the amplitude is not the initial deviation. For large positive $u_0$ it saturates at $T$: the tail hardly remembers where the surface began. For large negative $u_0$ it grows as $-Te^{|u_0|}$. This extrapolated amplitude can exceed the real initial deviation because the exponential tail begins late, after the ion-limited ramp.

### (e) Numbers

The film capacitance is $C=34.53$ nF/cm², the Bohm speed is 3.008 km/s, and $J_i=2.409$ mA/cm². The current ratio is $J_{e0}/J_i=\sqrt{M/2\pi m}=96.35$, so

$$V_f=-3.0\ \text{V}\times4.568=-13.7\ \text{V},$$

$$\tau=\frac{34.53\ \text{nF/cm}^2\times3.0\ \text{V}}{2.409\ \text{mA/cm}^2}=43.0\ \mu\text{s}.$$

Just after the electrode step $\sigma$ is unchanged. Since $C_s\ll C$, the surface follows the step almost completely. The 10 V steps start at $V=-3.7$ V and $-23.7$ V, both negative as required, with $u_0=\pm3.333$. At a tenth of the start, $u=\pm0.3333$:

$$t_+=43.0\ln\frac{1-e^{-3.333}}{1-e^{-0.3333}}=43.0\ln\frac{0.9643}{0.2835}=52.6\ \mu\text{s},$$

$$t_-=43.0\ln\frac{e^{3.333}-1}{e^{0.3333}-1}=43.0\ln\frac{27.03}{0.3956}=182\ \mu\text{s}.$$

The exponential law would give $43.0\ln10=99.0$ μs for both. The difference $t_--t_+$ is 129 μs, equal to $C\times9\ \text{V}/J_i$. Direct numerical integration of the charge balance reproduces the fall times for all four steps to within one part in $10^6$.

The deviations from $V_f$, in volts, are:

| Time (μs) | After +10 V | After −10 V | Exponential law, +10 V |
|---:|---:|---:|---:|
| 10 | 4.33 | −9.33 | 7.92 |
| 50 | 1.08 | −6.74 | 3.13 |
| 100 | 0.30 | −3.88 | 0.98 |
| 200 | 0.03 | −0.69 | 0.10 |

The initial time scale after the positive step is $\tau e^{-u_0}=1.5$ μs, which is why more than half of the deviation has gone by 10 μs. After the negative step, the ramp $J_i/C=0.0698$ V/μs predicts $-10+3.49=-6.51$ V at 50 μs, close to the $-6.74$ V in the table. The late amplitudes are $+2.89$ V and $-81$ V.

For steps of $\pm0.3$ V, $u_0=\pm0.1$. The times to a tenth are 97.1 μs and 101 μs, on either side of 99.0 μs. The late amplitudes are 0.952 and 1.052 times the initial deviation. The exponential law is thus good to about 5% at all times for these steps.

### Comparison with a real plasma

The parameters are assumed, rough values for a dense oxygen plasma. Its pressure must be low enough for ions to cross the sheath without collisions. At $V_f-10$ V the sheath is about 0.7 mm wide, counted from $\phi=-0.1T$. With marginal Bohm entry and zero edge field the width depends on this choice: it is 0.4 mm from $-0.5T$ and 1.7 mm from $-0.01T$. The ion mean free path must therefore be well above a millimetre. The Maxwellian tail is the assumption whose failure changes the result most among the effects sized here. Variation 1 gives a small-step time of 18 μs instead of 43 μs, so a depleted tail can make small-step relaxation more than twice as fast as the model says. A hot tail acts the other way: with 10% of the electrons at 8 V and the same mean energy, $V_f$ is about $-23$ V and the small-step time about 120 μs. Large steps with such a tail are not sized here. The effect of negative ions is not sized here; Variation 2 shows why the edge argument of part (a) is not enough for it. An assumed secondary-electron yield of 0.05 per ion multiplies the positive current by 1.05 and reduces $\tau$ to 41 μs. The model assumes that every electron reaching the surface sticks. An oxide can reflect or re-emit part of them. A constant returned fraction $\eta$ leaves $\tau$ unchanged but raises $V_f$ by $-T\ln(1-\eta)$, to $-11.6$ V for $\eta=0.5$. With full sticking, electrons that hit the surface do not return to the sheath edge, which lowers the density there below that of a full Maxwellian by 0.13% at $V_f$ and 5.8% at $V_f+10$ V.

The model takes the plasma potential as constant. This leaves out any radio-frequency oscillation across the sheath, and it requires an electrode that is small beside the grounded wall. A steady, fast oscillation of amplitude $aT$ multiplies the mean electron current by the average of $e^{a\cos\theta}$ over a cycle. As long as the surface repels electrons throughout the cycle and $J_i$ stays constant, this makes $V_f$ more negative but leaves $\tau$ unchanged. The condition on the electrode size can be estimated. Suppose that an electrode of area $S$ faces a grounded metal wall of area $S_w$, initially with zero net current. After a positive step the plasma potential rises by $s$, so that the wall's net ion current balances the electrode's net electron current:

$$S_w(1-e^{-s/T})=S(e^{u_0-s/T}-1)\ \Rightarrow\ s=T\ln\frac{S_w+Se^{u_0}}{S_w+S}.$$

For 1 cm² and 5000 cm² the initial shift is 16 mV. It is no longer small when $Se^{u_0}$ is comparable with $S_w$, and a large wafer can then fail this condition. The planar sheath sets an opposite limit: the electrode must be much wider than the sheath. A disc of 1 cm² has a radius of only 5.6 mm, so extra ions collected at its edge can matter unless it is surrounded by a surface at a similar potential. This edge effect is not sized here.

The quasi-static sheath is a fair approximation here. At $V_f-10$ V an ion takes about 0.14 μs to cross the sheath, counted from $\phi=-0.1T$, against the shortest charging time of 1.5 μs. This time also depends on the starting point (0.46 μs from $\phi=-0.01T$), but the ion charge in transit, $J_i$ times the transit time, corresponds to only 10 to 30 mV on the film. If the film voltage was zero before the step, the final film field is 1.0 MV/cm, below the roughly 10 MV/cm at which a good oxide breaks down. Tunnelling through an assumed 3 eV barrier is negligible. Ohmic leakage at an assumed $10^{14}$ Ω cm is $4\times10^{-6}$ of $J_i$. Conduction caused by ultraviolet light from the plasma is not included and could add to the leakage.

## Variation 1: a depleted electron tail

**Question.** Replace the Maxwellian by a Druyvesteyn distribution with the same density and mean energy. What is the small-step relaxation time?

**Solution.** Let $W=-V$ be the barrier in volts and $\varepsilon$ the electron energy in eV. Near floating potential, a small deviation $\delta=V-V_f$ changes the electron current by $|dJ_e/dW|\,\delta$. Hence $C\dot\delta=-|dJ_e/dW|\,\delta$, and

$$\tau_{\rm small}=\frac{C}{|dJ_e/dW|}\quad\text{at }W=-V_f.$$

For a Maxwellian the slope is $J_i/T$, which returns $\tau=CT/J_i$.

The energy distribution is now proportional to $\sqrt\varepsilon\,g(\varepsilon)$ with $g=e^{-(b\varepsilon)^2}$, and $b$ is fixed by the mean energy $1.5T$. For isotropic electrons of speed $v$, those with direction cosine $\mu>\sqrt{W/\varepsilon}$ reach the surface. Their flux per unit density is

$$\frac v2\int_{\sqrt{W/\varepsilon}}^1\mu\,d\mu=\frac v4\left(1-\frac W\varepsilon\right).$$

Since $v\propto\sqrt\varepsilon$, the current and its slope are

$$J_e=\frac{en}{4}\sqrt{\frac{2e}{m}}\,\frac{\int_W^\infty(\varepsilon-W)g\,d\varepsilon}{\int_0^\infty\sqrt\varepsilon\,g\,d\varepsilon},\qquad
\left|\frac{dJ_e}{dW}\right|=J_e\,\frac{\int_W^\infty g\,d\varepsilon}{\int_W^\infty(\varepsilon-W)g\,d\varepsilon}.$$

The Bohm speed changes too. In the argument of part (a), the electron slope $n/T$ becomes $n/T_s$. The density at potential $\phi$ is proportional to $\int_0^\infty\sqrt\varepsilon\,g(\varepsilon-\phi)\,d\varepsilon$. Differentiating at $\phi=0$ and integrating by parts gives

$$\frac1{T_s}=\frac{\int_0^\infty\varepsilon^{-1/2}g\,d\varepsilon}{2\int_0^\infty\sqrt\varepsilon\,g\,d\varepsilon}.$$

For the example $T_s=4.11$ V, so $J_i$ rises to 2.82 mA/cm². Solving $J_e=J_i$ numerically gives $V_f=-9.5$ V and $\tau_{\rm small}=18$ μs. The equivalent tail temperature, $J_i\tau_{\rm small}/C$, is about 1.5 V, half the Maxwellian value. The steeper tail accounts for most of the shorter time, and the larger ion current for the rest. A $+10$ V step from this floating potential would take the surface to about $+0.5$ V, outside the electron-retarding regime.

## Variation 2: negative ions at the sheath edge

**Question.** At fixed electron density $n$, add negative ions of density $\alpha n$ and temperature $T_n$ at the sheath edge. The electrons are Maxwellian. What does the equal-slope rule of part (a) give for $\tau$ and $V_f$, and can it be used for $\alpha=0.01$ and $T_n=0.05$ V?

**Solution.** Quasineutrality makes the positive-ion density $(1+\alpha)n$. Equating the slopes of positive and negative charge at the edge, as in part (a), gives

$$\frac{1+\alpha}{K}=\frac1T+\frac\alpha{T_n}\quad\Rightarrow\quad K=T\,\frac{1+\alpha}{1+\alpha T/T_n}.$$

The ion current is proportional to density times speed, so it is multiplied by

$$r=(1+\alpha)\sqrt{\frac KT}=\frac{(1+\alpha)^{3/2}}{(1+\alpha T/T_n)^{1/2}}.$$

The barrier is many times $T_n$ in the example, so the negative-ion current to the surface is negligible. If a sheath with this ion speed exists, the charge balance keeps its form, and the full nonlinear solution holds with

$$J_i\to rJ_i,\qquad \tau\to\tau/r,\qquad V_f\to V_f+T\ln r.$$

For $\alpha=0.01$ and $T_n=0.05$ V the rule gives $K=1.89$ V and

$$r=\frac{1.01^{3/2}}{1.60^{1/2}}=0.802.$$

This would mean $\tau=54$ μs and $V_f=-14.4$ V, but the rule must still be checked. With equal slopes the space charge near the edge starts at second order:

$$\rho\approx\frac{en}{2}\left[\frac{3(1+\alpha)}{K^2}-\frac1{T^2}-\frac{\alpha}{T_n^2}\right]\phi^2.$$

The bracket must not be negative, because part (a) requires $E^2/2=\int_V^0\rho\,d\phi/\varepsilon_0\ge0$. Without negative ions it is $2/T^2$, so the result of part (a) passes. Here it is $0.84-0.11-4.00=-3.27$ V$^{-2}$. No sheath exists with this ion speed, and the values above must not be used. The cold negative ions disappear within a small fraction of $T$, and the ions are then too slow for the electrons that remain. They must enter faster than the equal-slope rule says.

The numerical output below lists the values for all four steps and for the neglected effects. Its negative-ion lines are the equal-slope values that Variation 2 rules out.

## Calculated quantities

```
Inputs: T = 3.0 V, edge density = 5.0e+10 cm^-3
Film: 100 nm, k = 3.9; O2+ mass = 31.998 u
Capacitance C = 34.53 nF/cm2
Bohm speed = 3.008 km/s
Ion current Ji = 2.409 mA/cm2
Electron current Je0 = 232.1 mA/cm2
Je0/Ji = 96.35, ln(Je0/Ji) = 4.568
Floating potential Vf = -13.70 V
tau = 43.00 us
Ion-limited ramp Ji/C = 0.0698 V/us
Charge moved per 10 V step = 0.345 uC/cm2
Step +10.0 V: u0 = +3.3333, V(0) = -3.70 V
  fall to a tenth: 52.64 us
  late amplitude: +2.8930 V, over start: 0.2893
Step -10.0 V: u0 = -3.3333, V(0) = -23.70 V
  fall to a tenth: 181.63 us
  late amplitude: -81.0949 V, over start: 8.1095
Step +0.3 V: u0 = +0.1000, V(0) = -13.40 V
  fall to a tenth: 97.08 us
  late amplitude: +0.2855 V, over start: 0.9516
Step -0.3 V: u0 = -0.1000, V(0) = -14.00 V
  fall to a tenth: 100.95 us
  late amplitude: -0.3155 V, over start: 1.0517
Exponential law, fall to a tenth: 99.00 us
Delay between signs: 10 V 128.99 us, 0.3 V 3.87 us
Initial time tau*exp(-u0), +10 V: 1.53 us
Deviation (V) after +10 V, -10 V, exponential +:
  10 us: +4.3345, -9.3301, +7.9248
  50 us: +1.0761, -6.7379, +3.1258
  100 us: +0.2969, -3.8768, +0.9770
  200 us: +0.0277, -0.6887, +0.0955
Neglected effects:
Druyvesteyn: Vf = -9.52 V, small-step tau = 18.44 us
  Bohm temperature 4.11 V, Ji = 2.821 mA/cm2
Negative ions, share 0.01, 0.05 V: Ji x 0.802
  tau = 53.58 us, Vf = -14.36 V
Secondary yield 0.05: tau = 40.95 us, Vf = -13.56 V
Missing electrons: 0.13 % at Vf, 5.8 % at Vf+10 V
Electrode 1 cm2, wall 5000 cm2: plasma shift 16.2 mV
Largest sheath/film capacitance = 2.0e-04
Sheath width (from -0.1 T) at Vf-10 V = 0.70 mm
Ion transit there = 0.141 us, Ji*transit/C = 9.9 mV
Film field = 1.00 MV/cm
Tunnel barrier 3.0 eV, mass 0.4 m_e: log10(J/Ji) = -89
Leakage/Ji at 1e+14 ohm cm = 4.2e-06
```
